# Ultrasoft pseudopotentials with unpseudized augmentation and full core versus frozen-core PAW: test program

```python
# Result under test (Hartree atomic units, spherical Mg atom, spin-unpolarized LDA):
# an ultrasoft (US) pseudopotential with unpseudized Q_ij = phi_i phi_j - pht_i pht_j and the
# full frozen core nc in xc (A) equals PAW with hard compensation charge for ANY pseudo orbital,
# (B) equals ordinary soft PAW and the frozen-core all-electron (AE) functional when the pseudo
# orbital lies, inside the sphere r<rc, in the span of the pseudo partial waves (completeness).
# Symbols: phi/pht AE/pseudo partial waves u(r); beta projectors (weights included); K kinetic
# matrix; w quadrature weights; G Coulomb kernel; densities are 4 pi r^2 n(r); vZc potential of
# nucleus+core; vscr screened local potential; vU, vP ionic local potentials of US and PAW;
# ncs soft core; qhat soft compensation functions; f 3s occupation. Energies omit core constants.
import numpy as np
from types import SimpleNamespace as NS
from numpy.polynomial import Polynomial, legendre as leg
from scipy.linalg import eigh, eigvalsh, lu_factor, lu_solve, null_space
from scipy.special import eval_legendre
from scipy.constants import physical_constants
from pyscf.dft import libxc

EV = physical_constants['Hartree energy in eV'][0]
Z, rc, p = 12.0, 2.2, 10
edges = [0, .05, .12, .25, .45, .75, 1.1, 1.6, rc, 3, 4.2, 6, 8.5, 12, 17, 23, 30]
# Gauss-Lobatto finite elements
cP = np.zeros(p + 1); cP[p] = 1
xg = np.concatenate(([-1.], np.sort(leg.legroots(leg.legder(cP)).real), [1.]))
Pg = eval_legendre(p, xg); wg = 2 / (p * (p + 1) * Pg**2)
Dm = Pg[:, None] / Pg[None, :] / (xg[:, None] - xg[None, :] + np.eye(p + 1))
np.fill_diagonal(Dm, 0); np.fill_diagonal(Dm, -Dm.sum(1))
nt = p * (len(edges) - 1) + 1
r = np.zeros(nt); w = np.zeros(nt); K = np.zeros((nt, nt)); Kin = np.zeros((nt, nt))
for e in range(len(edges) - 1):
    a, b = edges[e], edges[e + 1]; sl = slice(e * p, e * p + p + 1)
    r[sl] = a + (b - a) * (xg + 1) / 2; w[sl] += wg * (b - a) / 2
    Ke = (Dm.T * wg) @ Dm / (b - a)
    K[sl, sl] += Ke
    if b <= rc + 1e-12: Kin[sl, sl] += Ke
r, w, K, Kin = r[1:-1], w[1:-1], K[1:-1, 1:-1], Kin[1:-1, 1:-1]
n = len(r); kc = int(np.argmin(abs(r - rc))); idx = np.arange(n)
inn = (idx < kc) * 1.0; upto = (idx <= kc) * 1.0; sw = np.sqrt(w)
G = np.linalg.inv(2 * K) / r[:, None] * (w / r)[None, :] + w[None, :] / edges[-1]
EH = lambda rho: 0.5 * (w * rho) @ (G @ rho)

def xc(rho):
    den = np.maximum(rho / (4 * np.pi * r**2), 1e-30)
    e, v = libxc.eval_xc('LDA,VWN', den, spin=0, deriv=1)[:2]
    return rho * np.ravel(e), np.ravel(v[0])

def levels(v, l, m):
    H = K + np.diag(w * (v + l * (l + 1) / (2 * r**2)))
    ev, U = eigh(H / np.outer(sw, sw), subset_by_index=[0, m - 1])
    U = U / sw[:, None]
    for k in range(m):  # one inverse-iteration step removes rounding noise
        y = np.linalg.solve(H - np.diag((ev[k] - 1e-7) * w), w * U[:, k])
        U[:, k] = y / np.sqrt(w @ y**2); ev[k] = U[:, k] @ H @ U[:, k]
    return ev, U

# solver checks against closed forms
assert np.allclose(levels(-Z / r, 0, 3)[0], -Z**2 / 2 / np.arange(1, 4)**2, atol=1e-7)
assert abs(levels(-Z / r, 1, 1)[0][0] + Z**2 / 8) < 1e-7
assert abs(EH(4 * r**2 * np.exp(-2 * r)) - 5 / 16) < 1e-9

def ae_atom(f, v):
    for it in range(300):
        es, us = levels(v, 0, 3); ep, up = levels(v, 1, 1)
        core = 2 * us[:, 0]**2 + 2 * us[:, 1]**2 + 6 * up[:, 0]**2
        rho = core + f * us[:, 2]**2
        ex, vx = xc(rho); vo = -Z / r + G @ rho + vx
        res = (w * rho) @ abs(vo - v)
        if res < 1e-10: break
        v = v + 0.3 * (vo - v)
    assert res < 1e-9
    kin = 2 * es[0] + 2 * es[1] + f * es[2] + 6 * ep[0] - (w * rho) @ v
    return NS(v=v, es=es, us=us, core=core, E=kin - Z * (w * rho) @ (1 / r) + EH(rho) + w @ ex)

ref = ae_atom(2.0, -(1 + (Z - 1) * np.exp(-2 * r)) / r)
ion = ae_atom(1.0, ref.v.copy())
vAE, nc, e3s = ref.v, ref.core, ref.es[2]
vZc = -Z / r + G @ nc

def match(fun, powers):  # polynomial inside rc, matched in value and derivatives
    fit = Polynomial.fit(r[kc:kc + p + 1], fun[kc:kc + p + 1], p)
    m = len(powers)
    d = [fit(rc)] + [fit.deriv(k)(rc) * rc**k for k in range(1, m)]
    M = [[np.prod([q - j for j in range(k)]) for q in powers] for k in range(m)]
    c = np.linalg.solve(np.array(M, float), np.array(d))
    return np.where(inn > 0, sum(ci * (r / rc)**q for ci, q in zip(c, powers)), fun)

eps = np.array([e3s, e3s + 0.5, e3s - 0.4]); src = int(np.argmin(abs(r - 6)))
PHI = np.zeros((n, 3)); PHI[:, 0] = ref.us[:, 2] * np.sign(ref.us[kc, 2])
for j in (1, 2):  # regular solutions for r<6, obtained with a point source at r=6
    y = np.linalg.solve(K + np.diag(w * (vAE - eps[j])), (idx == src) * 1.0)
    PHI[:, j] = y / np.sqrt((w * inn) @ y**2) * np.sign(y[kc])
PHT = np.array([match(PHI[:, j], [1, 3, 5, 7]) for j in range(3)]).T
vscr = match(vAE, [0, 2, 4])
fp = 4 * np.pi * r**2
ncs = np.where(inn > 0, fp * np.exp(match(np.log(np.maximum(nc / fp, 1e-300)), [0, 2, 4])), nc)
g = inn * r**2 * (1 - (r / rc)**2)**3; g /= w @ g

def ae_fun(psi, f):
    nv = f * psi**2; ex, vx = xc(nv + nc)
    return f * psi @ K @ psi + (w * vZc) @ nv + EH(nv) + w @ ex, K + np.diag(w * (vZc + G @ nv + vx))
AE = NS(fun=ae_fun, S=np.diag(w))

def build(N):
    phi, pht = PHI[:, :N], PHT[:, :N]
    chi = w[:, None] * (eps[None, :N] - vscr[:, None]) * pht - K @ pht
    assert abs(chi[kc + 1:src]).max() < 1e-7          # chi is confined to the sphere
    chi = chi * upto[:, None]; B = pht.T @ chi; beta = chi @ np.linalg.inv(B)
    pp = phi.T[:, None] * phi.T[None] * inn; tt = pht.T[:, None] * pht.T[None] * inn
    Q = pp - tt; q = Q @ w; D = B + q * eps[None, :N]
    assert abs(D - D.T).max() < 1e-8                  # Hermiticity of B + eps q
    out = np.eye(n)[:, kc + 1:]
    return NS(phi=phi, pht=pht, beta=beta, B=B, pp=pp, tt=tt, Q=Q, q=q, D=(D + D.T) / 2,
              qhat=q[:, :, None] * g, dT=phi.T @ Kin @ phi - pht.T @ Kin @ pht,
              S=np.diag(w) + beta @ q @ beta.T,
              Pps=np.hstack([pht * upto[:, None], out]), Pae=np.hstack([phi * upto[:, None], out]),
              x0=np.concatenate([np.eye(N)[0], PHI[kc + 1:, 0]]))

def make_us(s, Q, core):  # Vanderbilt route: D0 from B, eps, q and unscreening only
    nref = 2 * (s.pht[:, 0]**2 + Q[0, 0])
    vion = vscr - G @ nref - xc(nref + core)[1]; D0 = s.D - Q @ (w * vscr)
    def fun(psi, f):
        c = s.beta.T @ psi; rho = f * np.outer(c, c)
        nv = f * psi**2 + np.tensordot(rho, Q, 2); ex, vx = xc(nv + core)
        E = f * psi @ K @ psi + np.sum(rho * D0) + (w * vion) @ nv + EH(nv) + w @ ex
        ve = vion + G @ nv + vx
        return E, K + np.diag(w * ve) + s.beta @ (D0 + Q @ (w * ve)) @ s.beta.T
    return NS(fun=fun, S=s.S, vion=vion, D0=D0)

def make_paw(s, qhat, core, vloc):  # smooth term plus AE and pseudo one-centre terms
    def fun(psi, f):
        c = s.beta.T @ psi; rho = f * np.outer(c, c); nh = np.tensordot(rho, qhat, 2)
        ns = f * psi**2 + nh; n1 = np.tensordot(rho, s.pp, 2); t1 = np.tensordot(rho, s.tt, 2) + nh
        (es_, vs), (e1, v1), (et, vt) = xc(ns + core), xc(n1 + nc), xc(t1 + core)
        E = f * psi @ K @ psi + w @ es_ + EH(ns) + (w * vloc) @ ns + np.sum(rho * s.dT)
        E += (w * inn) @ e1 + EH(n1) + (w * vZc) @ n1
        E -= (w * inn) @ et + EH(t1) + (w * vloc) @ t1
        vs = vs + vloc + G @ ns; v1 = v1 + vZc + G @ n1; vt = vt + vloc + G @ t1
        D = s.dT + qhat @ (w * vs) + s.pp @ (w * v1) - (s.tt + qhat) @ (w * vt)
        return E, K + np.diag(w * vs) + s.beta @ D @ s.beta.T
    return NS(fun=fun, S=s.S)

def scf(m, P, x, f):  # follows the 3s state by inverse iteration
    Sp = P.T @ m.S @ P; H = None
    for it in range(120):
        Ho = P.T @ m.fun(P @ x, f)[1] @ P
        H = Ho if H is None else 0.5 * (H + Ho)
        lu = lu_factor(H - (x @ H @ x / (x @ Sp @ x) - 1e-3) * Sp); y = x
        for k in range(4):
            y = lu_solve(lu, Sp @ y); y = y / np.sqrt(abs(y @ Sp @ y))
        if y @ Sp @ x < 0: y = -y
        step = np.sqrt(abs((y - x) @ Sp @ (y - x))); x = y
        if step < 1e-10: break
    E, Hf = m.fun(P @ x, f); Hp = P.T @ Hf @ P
    return NS(E=E, eps=x @ Hp @ x, x=x, psi=P @ x, Hp=Hp, step=step)

print(f"Mg Z={Z:.0f}, rc={rc} bohr, box={edges[-1]} bohr, nodes={n}, 1 Ha={EV:.6f} eV")
print(f"AE total energy 3s2 = {ref.E:.6f} Ha, eps_3s = {e3s:.6f} Ha")
print("partial-wave energies (Ha):", np.round(eps, 6))
print(f"core charge outside rc = {(w*(1-upto))@nc:.5f} e; soft core charge = {w@ncs:.5f} e")
Eref = ae_fun(PHI[:, 0], 2.0)[0]
print(f"frozen-core valence energy 3s2 = {Eref:.8f} Ha")
Pc = null_space((w[:, None] * ref.us[:, :2]).T)
fc = scf(AE, Pc, Pc.T @ PHI[:, 0], 1.0); assert fc.step < 1e-7
print(f"IE relaxed core = {ion.E-ref.E:.8f} Ha = {(ion.E-ref.E)*EV:.5f} eV")
print(f"IE frozen core, core-orthogonal = {fc.E-Eref:.8f} Ha = {(fc.E-Eref)*EV:.5f} eV")
assert abs(fc.E - Eref - (ion.E - ref.E)) < 5e-3

sets, inc = {}, {}
for N in (1, 2, 3):
    s = build(N); s.us = make_us(s, s.Q, nc); s.vU = s.us.vion
    nP = 2 * (s.pht[:, 0]**2 + s.qhat[0, 0]); s.vP = vscr - G @ nP - xc(nP + ncs)[1]
    assert (nP + ncs)[:kc].min() > 0
    s.paw = make_paw(s, s.qhat, ncs, s.vP); sets[N] = s
    D0f = s.dT + s.pp @ (w * (vZc - s.vU))
    assert abs(s.us.D0 - D0f).max() < 1e-7            # closed form of the bare coefficients
    for m in (s.us, s.paw):                           # reference atom reproduced
        E, H = m.fun(s.pht[:, 0], 2.0)
        assert abs(E - Eref) < 1e-7
        assert np.linalg.norm((H - e3s * s.S) @ s.pht[:, 0] / sw) < 1e-6
    smin = eigvalsh(s.S / np.outer(sw, sw))[0]
    low = eigh(H, s.S, eigvals_only=True)[0] if smin > 1e-6 else float('nan')
    print(f"N={N}: cond(B)={np.linalg.cond(s.B):.2e}, min eig S={smin:.4f}, lowest ref level={low:.6f} Ha")
    # complete case: variational space spanned by the partial waves inside the sphere
    u, a, t = scf(s.us, s.Pps, s.x0, 1.), scf(s.paw, s.Pps, s.x0, 1.), scf(AE, s.Pae, s.x0, 1.)
    assert max(u.step, a.step, t.step) < 1e-7
    assert max(abs(u.E - t.E), abs(a.E - t.E)) < 1e-7
    assert max(abs(u.eps - t.eps), abs(a.eps - t.eps)) < 1e-6
    hx = [P.T @ m.fun(P @ t.x, 1.)[1] @ P for m, P in ((s.us, s.Pps), (s.paw, s.Pps), (AE, s.Pae))]
    assert max(abs(hx[0] - hx[2]).max(), abs(hx[1] - hx[2]).max()) < 1e-6
    assert abs(s.Pps.T @ s.S @ s.Pps - s.Pae.T @ AE.S @ s.Pae).max() < 1e-8
    s.cu = u
    print(f"  complete IE (Ha): US {u.E-Eref:.8f} PAW {a.E-Eref:.8f} AE {t.E-Eref:.8f}")
    print(f"  complete eps Mg+ (Ha): US {u.eps:.7f} PAW {a.eps:.7f} AE {t.eps:.7f}")
    # incomplete case: pseudo orbital free on the whole grid
    u, a = scf(s.us, np.eye(n), s.pht[:, 0], 1.), scf(s.paw, np.eye(n), s.pht[:, 0], 1.)
    inc[N] = np.sqrt((w * inn) @ (u.psi - s.pht @ (s.beta.T @ u.psi))**2)
    print(f"  free IE (Ha): US {u.E-Eref:.8f} PAW {a.E-Eref:.8f}; last SCF step {max(u.step,a.step):.0e}")
    print(f"  free: |psi-psi1|={inc[N]:.3e}, US-PAW={u.E-a.E:.3e} Ha, US-AE={u.E-fc.E:.3e} Ha")
    if N <= 2:
        assert max(u.step, a.step) < 1e-7 and max(abs(u.E - fc.E), abs(a.E - fc.E)) < 2e-3
    if N == 1: assert abs(u.E - a.E) > 1e-8           # completeness is really needed
assert inc[2] < inc[1]

s = sets[2]
for nm, M in (("q (e)", s.q), ("B (Ha)", s.B), ("D (Ha)", s.D), ("dT (Ha)", s.dT), ("D0 (Ha)", s.us.D0)):
    print(f"N=2 {nm} 11,12,21,22:", " ".join(f"{v:.6f}" for v in M.ravel()))
print(f"at r={r[0]:.5f} bohr: vscr={vscr[0]:.4f}, vU={s.vU[0]:.4f}, vP={s.vP[0]:.4f} Ha")
eta = inn * r * (1 - (r / rc)**2)**2 * np.cos(3 * r); eta /= np.sqrt(w @ eta**2)
# hard PAW equals US on an orbital outside the span; soft PAW does not
trial = s.cu.psi + 0.05 * eta
Eu, Hu = s.us.fun(trial, 1.); Eh, Hh = make_paw(s, s.Q, nc, s.vU).fun(trial, 1.)
Es = s.paw.fun(trial, 1.)[0]
assert abs(Eu - Eh) < 1e-7 and abs(Hu - Hh).max() < 1e-6 and abs(Eu - Es) > 1e-6
print(f"incomplete trial (t=0.05): US-hardPAW={Eu-Eh:.1e} Ha, US-softPAW={Eu-Es:.6e} Ha")
# Hamiltonians are the gradients of the energies
for m in (s.us, s.paw):
    h = 1e-5; fd = (m.fun(trial + h * eta, 1.)[0] - m.fun(trial - h * eta, 1.)[0]) / (2 * h)
    an = 2 * eta @ m.fun(trial, 1.)[1] @ trial
    assert abs(fd - an) < 1e-5 * (1 + abs(an))

def gap(psi):  # direct gap, exact formula, linearized formula (f=1)
    c = s.beta.T @ psi; rho = np.outer(c, c)
    n1, t1, nh = (np.tensordot(rho, A, 2) for A in (s.pp, s.tt, s.qhat))
    dl = inn * psi**2 - t1; vD = G @ (n1 - t1 - nh)
    assert abs(vD[kc:]).max() < 1e-10 and abs(vD[:kc]).max() > 1e-4
    es_ = (w * dl) @ (s.vU - s.vP + vD)
    hard, soft = xc(n1 + nc), xc(t1 + nh + ncs)
    ex = (w * inn) @ (xc(n1 + nc + dl)[0] - hard[0] - xc(t1 + nh + ncs + dl)[0] + soft[0])
    p1, pt = s.phi @ c, s.pht @ c                     # density cross term
    assert abs(((psi + p1 - pt)**2 - psi**2 - n1 + t1 - 2 * (psi - pt) * (p1 - pt))[:kc]).max() < 1e-10
    return s.us.fun(psi, 1.)[0] - s.paw.fun(psi, 1.)[0], es_ + ex, es_ + (w * dl) @ (hard[1] - soft[1])
gd, gf, gl = gap(trial); assert abs(gd - gf) < 1e-7
print(f"gap t=0.05: direct {gd:.6e}, formula {gf:.6e}, linear {gl:.6e} Ha")
g1, g2 = gap(s.cu.psi + 4e-3 * eta), gap(s.cu.psi + 2e-3 * eta)
assert abs(g1[0] - g1[1]) < 1e-8
rat = (g1[1] - g1[2]) / (g2[1] - g2[2]); assert 3.6 < rat < 4.4
print(f"gap t=0.004: direct {g1[0]:.6e}, linear {g1[2]:.6e} Ha; remainder ratio on halving t={rat:.3f}")

# screening lemma for l>0 by direct two-dimensional quadrature of the Coulomb integral
xq, wq = leg.leggauss(60); rq = rc * (xq + 1) / 2; wr = wq * rc / 2; dist = 1.5 * rc
for l in (1, 2):
    fa = rq**l * (1 - (rq / rc)**2)**2; fb = rq**l * (1 - rq / rc)
    Ma, Mb = wr @ (fa * rq**(l + 2)), wr @ (fb * rq**(l + 2))
    ker = (wq * eval_legendre(l, xq) / np.sqrt(rq[:, None]**2 + dist**2 - 2 * dist * rq[:, None] * xq)).sum(1)
    pot = lambda fr: 2 * np.pi * (wr * rq**2 * fr) @ ker
    assert abs(pot(fa) - 4 * np.pi / (2 * l + 1) * Ma / dist**(l + 1)) < 1e-10
    assert abs(pot(fa - Ma / Mb * fb)) < 1e-10
    print(f"l={l}, d={dist:.1f} bohr: potential bare {pot(fa):.6f}, compensated {pot(fa-Ma/Mb*fb):.1e} Ha")

# controls in the complete space: dropping either condition leaves a quadratic error
occ = (2.0, 1.95, 1.9, 1.0)
Eae = [scf(AE, s.Pae, s.x0, f).E for f in occ]
for nm, m in (("soft Q, full core", make_us(s, s.qhat, nc)), ("hard Q, partial core", make_us(s, s.Q, ncs))):
    runs = [scf(m, s.Pps, s.x0, f) for f in occ]
    assert max(x.step for x in runs) < 1e-7
    err = [(runs[k].E - runs[0].E) - (Eae[k] - Eae[0]) for k in (1, 2, 3)]
    assert abs(err[2]) > 1e-7 and 3.5 < err[1] / err[0] < 4.5
    print(f"{nm}: error f=1.95 {err[0]:.3e}, f=1.9 {err[1]:.3e} Ha, ratio {err[1]/err[0]:.3f}")
    print(f"{nm}: IE error {err[2]:.3e} Ha = {err[2]*EV*1e3:.3f} meV")
print(f"main result N=2 complete IE = {s.cu.E-Eref:.8f} Ha = {(s.cu.E-Eref)*EV:.5f} eV")
print("checks complete")
```

Printed output:

```
Mg Z=12, rc=2.2 bohr, box=30 bohr, nodes=159, 1 Ha=27.211386 eV
AE total energy 3s2 = -199.139406 Ha, eps_3s = -0.175427 Ha
partial-wave energies (Ha): [-0.175427  0.324573 -0.575427]
core charge outside rc = 0.02123 e; soft core charge = 2.15597 e
frozen-core valence energy 3s2 = -15.86489532 Ha
IE relaxed core = 0.29600046 Ha = 8.05458 eV
IE frozen core, core-orthogonal = 0.29624547 Ha = 8.06125 eV
N=1: cond(B)=1.00e+00, min eig S=0.8231, lowest ref level=-0.175427 Ha
  complete IE (Ha): US 0.29692632 PAW 0.29692632 AE 0.29692632
  complete eps Mg+ (Ha): US -0.4245441 PAW -0.4245441 AE -0.4245441
  free IE (Ha): US 0.29605021 PAW 0.29606020; last SCF step 5e-11
  free: |psi-psi1|=2.518e-02, US-PAW=-9.994e-06 Ha, US-AE=-1.953e-04 Ha
N=2: cond(B)=2.94e+03, min eig S=0.2021, lowest ref level=-0.175427 Ha
  complete IE (Ha): US 0.29625158 PAW 0.29625158 AE 0.29625158
  complete eps Mg+ (Ha): US -0.4234470 PAW -0.4234470 AE -0.4234470
  free IE (Ha): US 0.29624912 PAW 0.29624905; last SCF step 9e-11
  free: |psi-psi1|=4.548e-04, US-PAW=7.778e-08 Ha, US-AE=3.648e-06 Ha
N=3: cond(B)=3.69e+06, min eig S=0.2315, lowest ref level=-2.623247 Ha
  complete IE (Ha): US 0.29623379 PAW 0.29623379 AE 0.29623379
  complete eps Mg+ (Ha): US -0.4234005 PAW -0.4234005 AE -0.4234005
  free IE (Ha): US 0.29625923 PAW 0.29625896; last SCF step 9e-11
  free: |psi-psi1|=2.454e-03, US-PAW=2.719e-07 Ha, US-AE=1.376e-05 Ha
N=2 q (e) 11,12,21,22: -0.021518 -0.072613 -0.072613 -0.230568
N=2 B (Ha) 11,12,21,22: 0.103760 0.301186 0.264880 0.771388
N=2 D (Ha) 11,12,21,22: 0.107535 0.277618 0.277618 0.696551
N=2 dT (Ha) 11,12,21,22: 0.569614 1.303830 1.303830 2.964555
N=2 D0 (Ha) 11,12,21,22: 0.089883 0.210443 0.210443 0.468465
at r=0.00165 bohr: vscr=-1.3638, vU=7.9175, vP=-1.1650 Ha
incomplete trial (t=0.05): US-hardPAW=-1.3e-12 Ha, US-softPAW=-1.745548e-05 Ha
gap t=0.05: direct -1.745548e-05, formula -1.745548e-05, linear -2.185408e-05 Ha
gap t=0.004: direct -1.411844e-06, linear -1.444547e-06 Ha; remainder ratio on halving t=3.974
l=1, d=3.3 bohr: potential bare 0.503447, compensated -5.4e-16 Ha
l=2, d=3.3 bohr: potential bare 0.201379, compensated 4.1e-15 Ha
soft Q, full core: error f=1.95 -1.611e-07, f=1.9 -6.847e-07 Ha, ratio 4.249
soft Q, full core: IE error -1.701e-04 Ha = -4.630 meV
hard Q, partial core: error f=1.95 -6.672e-08, f=1.9 -2.853e-07 Ha, ratio 4.276
hard Q, partial core: IE error -8.008e-05 Ha = -2.179 meV
main result N=2 complete IE = 0.29625158 Ha = 8.06142 eV
checks complete
```
